# End-spin coupling in a four-donor chain with strong central exchange

**Setting.** Four donors in silicon lie in a row, each holding one electron. The charge motion is frozen out, and the spins obey

$$H=J\,\mathbf S_2\cdot\mathbf S_3+V,\qquad V=K(\mathbf S_1\cdot\mathbf S_2+\mathbf S_3\cdot\mathbf S_4),\qquad J>0,\quad |K|\ll J .$$

Spins are in units of $\hbar$ and couplings are energies. For an isolated pair, $\mathbf S_i\cdot\mathbf S_j$ is $-3/4$ in the singlet and $+1/4$ in the triplet. A coupling therefore equals the triplet energy minus the singlet energy, and a positive coupling is antiferromagnetic.

## Part (a): the central pair

**Question.** For $K=0$, find the ground level and its degeneracy. Let $|s\rangle$ be the singlet of spins 2 and 3. Find $(\mathbf S_2+\mathbf S_3)|s\rangle$, $\langle s|\mathbf S_2|s\rangle$ and $\langle s|S_2^aS_2^b|s\rangle$.

**Answer.** The central singlet has energy $-3J/4$ and the central triplet $+J/4$, so the gap is $J$. The end spins are free, which makes the ground level fourfold degenerate.

The singlet has total spin zero, so

$$(\mathbf S_2+\mathbf S_3)|s\rangle=0,\qquad \mathbf S_3|s\rangle=-\mathbf S_2|s\rangle,\qquad \mathbf S_2|s\rangle=\tfrac12(\mathbf S_2-\mathbf S_3)|s\rangle .$$

The operator $\mathbf S_2-\mathbf S_3$ is odd under exchange of spins 2 and 3. The singlet is odd and the triplets are even, so $\mathbf S_2|s\rangle$ lies wholly in the triplet space and $\langle s|\mathbf S_2|s\rangle=0$. For spin 1/2,

$$S^aS^b=\tfrac14\delta_{ab}+\tfrac i2\sum_c\epsilon_{abc}S^c .$$

The last term averages to zero, which leaves $\langle s|S_2^aS_2^b|s\rangle=\delta_{ab}/4$.

## Part (b): perturbation theory

**Question.** Show that to second order in $K$ the end spins are coupled antiferromagnetically with strength $K^2/(2J)$. What decides the sign?

**Answer.** Let $P$ project on the central singlet and let $Q=1-P$. Since $\mathbf S_3|s\rangle=-\mathbf S_2|s\rangle$,

$$V|s\rangle=K(\mathbf S_1-\mathbf S_4)\cdot\mathbf S_2|s\rangle .$$

By part (a) this lies in the triplet space, so the first-order term $PVP$ vanishes. Every state in that space lies $J$ above the ground level, so the energy denominator is $-J$ throughout:

$$H_{\rm eff}=-\frac{3J}{4}-\frac1J\langle s|V^2|s\rangle .$$

With $\mathbf D=\mathbf S_1-\mathbf S_4$, which commutes with $\mathbf S_2$,

$$\langle s|V^2|s\rangle=K^2\sum_{ab}D^aD^b\,\frac{\delta_{ab}}4=\frac{K^2}{4}\mathbf D^2,\qquad
\mathbf D^2=\frac34+\frac34-2\,\mathbf S_1\cdot\mathbf S_4 .$$

Hence

$$H_{\rm eff}=-\frac{3J}4-\frac{3K^2}{8J}+\frac{K^2}{2J}\,\mathbf S_1\cdot\mathbf S_4 .$$

The sign comes from the opposite response of the two singlet partners. Spins 1 and 4 pull on the central pair through their difference $\mathbf D$, and $\mathbf D^2$ is 3 in the end singlet but 1 in the end triplet. The end singlet is lowered by $3K^2/(4J)$ and the end triplet by $K^2/(4J)$. The difference is $K^2/(2J)$, whatever the sign of $K$.

## Part (c): the full splitting

**Question.** Find the lowest singlet and triplet energies without expanding in $K$. Obtain the splitting $J_{\rm eff}=E_T-E_S$, its first corrections, and its sign for any $K\ne0$.

**Answer.** Put $\mathbf X=\mathbf S_1+\mathbf S_4$, $\mathbf Y=\mathbf S_2+\mathbf S_3$ and $\mathbf E=\mathbf S_2-\mathbf S_3$. Multiplying out, the products $\mathbf S_1\cdot\mathbf S_3$ and $\mathbf S_2\cdot\mathbf S_4$ cancel in

$$V=\frac K2(\mathbf X\cdot\mathbf Y+\mathbf D\cdot\mathbf E).$$

Label states by the central pair first and the end pair second: $ss$, $st$, $ts$, $tt$. The term $\mathbf X\cdot\mathbf Y$ vanishes if either pair is a singlet. In $tt$ with total spin $S$ it equals $[S(S+1)-4]/2$, that is $-2,-1,1$ for $S=0,1,2$. The operators $\mathbf D$ and $\mathbf E$ are odd under exchange within their pairs, so each turns a singlet into a triplet or a triplet into a singlet. Thus $\mathbf D\cdot\mathbf E$ joins $ss$ to $tt$ and $st$ to $ts$.

*Total spin 0.* On a pair singlet $\mathbf D|s\rangle=2\mathbf S_1|s\rangle$, so $\langle D^aD^b\rangle=\delta_{ab}$, and likewise for $\mathbf E$. The squared norm of $\mathbf D\cdot\mathbf E|ss\rangle$ is $\sum_{ab}\delta_{ab}\delta_{ab}=3$. With a suitable phase, the matrix in the basis $ss$, $tt$ is

$$\begin{pmatrix}-3J/4&\sqrt3K/2\\ \sqrt3K/2&J/4-K\end{pmatrix}.$$

Its mean diagonal element is $-J/4-K/2$ and half the diagonal difference is $(J-K)/2$. Using $(J-K)^2+3K^2=J^2-2JK+4K^2$, the lower level is

$$E_S=-\frac J4-\frac K2-\frac12\sqrt{J^2-2JK+4K^2}.$$

*Total spin 1.* The three states $D^a|s\rangle$ form an orthonormal triplet basis of the end pair. Since $D^b$ returns them to the singlet, $D^bD^a|s\rangle=\delta_{ab}|s\rangle$. Therefore $\mathbf D\cdot\mathbf E$ takes the $st$ state with label $a$ to the normalized $ts$ state with the same label, and the matrix element of $V$ is $K/2$. The diagonal elements are $-3J/4$ and $J/4$, so

$$E_T=-\frac J4-\frac12\sqrt{J^2+K^2}.$$

The remaining levels are the upper partners of these two, a $tt$ triplet at $J/4-K/2$ and a quintet at $J/4+K/2$. All lie above $E_T$, because $\sqrt{J^2+K^2}>|K|$. The splitting is

$$J_{\rm eff}=\frac K2+\frac12\left[\sqrt{J^2-2JK+4K^2}-\sqrt{J^2+K^2}\right].$$

*Expansion.* Let $x=K/J$ and $u=-2x+4x^2$. To fourth order,

$$\sqrt{1+u}=1+\frac u2-\frac{u^2}8+\frac{u^3}{16}-\frac{5u^4}{128}
=1-x+\frac32x^2+\frac32x^3+\frac38x^4,$$

where $u^2=4x^2-16x^3+16x^4$, $u^3=-8x^3+48x^4$ and $u^4=16x^4$ to this order. Subtracting $\sqrt{1+x^2}=1+x^2/2-x^4/8$, halving and adding $x/2$ gives

$$J_{\rm eff}=\frac{K^2}{2J}\left[1+\frac{3K}{2J}+\frac{K^2}{2J^2}+\dots\right].$$

The first correction has a simple origin. In the spin-0 block the excited state lies at $J/4-K$, so the gap is $J-K$ instead of $J$. The singlet lowering becomes $3K^2/[4(J-K)]\approx(3K^2/4J)(1+K/J)$, while the triplet lowering has no cubic term.

*Sign.* Let $r=\sqrt{1-2x+4x^2}$. Positivity requires $r+x>\sqrt{1+x^2}$. The left side is positive, since $r^2-x^2=1-2x+3x^2$ has no real zero. Squares may therefore be compared:

$$(r+x)^2-(1+x^2)=2x\,[\,r-(1-2x)\,],\qquad r^2-(1-2x)^2=2x .$$

For $x>0$ the second relation gives $r>|1-2x|$, so the bracket is positive. For $x<0$ it gives $r<1-2x$, so the bracket is negative. The product is positive in both cases, and the splitting is antiferromagnetic for every $K\neq0$.

## Part (d): numerical demonstration

**Question.** Explain how to find the splitting by direct diagonalization, and use the results to test the $K^2$ law.

**Answer.** Take the 16 product states of up and down spins. On each bond $\mathbf S_i\cdot\mathbf S_j$ gives $+1/4$ for parallel spins. For antiparallel spins it gives $-1/4$ times the same state plus $1/2$ times the state with the two spins interchanged. The six states with total $S^z=0$ suffice, because every multiplet has a member there. The two lowest eigenvectors were identified as singlet and triplet from the expectation value of the squared total spin.

| $K/J$ | $J_{\rm eff}/J$ | ratio to $K^2/(2J)$ |
|---|---|---|
| 0.01 | $5.075\times10^{-5}$ | 1.015 |
| 0.02 | $2.060\times10^{-4}$ | 1.030 |
| 0.05 | $1.345\times10^{-3}$ | 1.076 |
| 0.10 | $5.764\times10^{-3}$ | 1.153 |
| 0.20 | $2.599\times10^{-2}$ | 1.299 |
| 0.50 | 0.1910 | 1.528 |
| 1.00 | 0.6589 | 1.318 |

Doubling $K/J$ from 0.01 to 0.02 multiplies the splitting by 4.06, close to the factor 4 of a quadratic law. The ratio tends to 1 as $K/J$ falls, which confirms the coefficient $1/2$. Its excess over 1, divided by $K/J$, is 1.50 in the first row, as the first correction requires.

The ratio does not keep rising. For $K\gg J$ the formula of part (c) gives $J_{\rm eff}\approx K-J/4$, so the ratio must eventually fall as $2J/K$. In that regime the splitting no longer describes two nearly free end spins.

## Part (e): unequal bonds and longer-range exchange

**Question.** Let the outer bonds be $K_{12}$ and $K_{34}$, and add weak couplings $K_{13}$, $K_{24}$ and $J_{14}$. Find the end coupling to second order. Can it be ferromagnetic?

**Answer.** Set $a=K_{12}-K_{13}$ and $b=K_{34}-K_{24}$. Replacing $\mathbf S_3|s\rangle$ by $-\mathbf S_2|s\rangle$ now gives

$$V|s\rangle=(a\mathbf S_1-b\mathbf S_4)\cdot\mathbf S_2|s\rangle+J_{14}\,\mathbf S_1\cdot\mathbf S_4|s\rangle .$$

The last term leaves the central singlet intact and enters at first order. The others give, as in part (b),

$$-\frac1{4J}(a\mathbf S_1-b\mathbf S_4)^2=-\frac{3(a^2+b^2)}{16J}+\frac{ab}{2J}\,\mathbf S_1\cdot\mathbf S_4 ,$$

so that

$$J_{\rm eff}\approx J_{14}+\frac{(K_{12}-K_{13})(K_{34}-K_{24})}{2J}.$$

A ferromagnetic coupling is possible if $a$ and $b$ have opposite signs and $J_{14}$ does not outweigh their product term. A sufficiently negative $J_{14}$ would do the same. With nearest-neighbour bonds only, the antiferromagnetic sign found in part (b) thus relies on the two outer bonds having the same sign; with longer-range couplings it is the signs of $a$ and $b$ that count.

## Part (f): a donor array

**Question.** Take $J=1000$ µeV and $K=100$ µeV. Evaluate the end coupling, and judge whether the neglected effects matter.

**Answer.** The leading law gives $100^2/(2\times1000)=5.00$ µeV. The first correction multiplies this by 1.15, giving 5.75 µeV. Diagonalization gives

$$J_{\rm eff}=-752.494-(-758.258)=5.764\ \text{µeV},$$

or 1.39 GHz after division by $h$. The leading value is 13% below the diagonalized one. The next level lies 911 µeV above the lowest triplet, so the four-state description is well separated.

The end spins are slightly dressed. The central triplet has weight 0.0090 in the ground singlet and 0.0025 in the lowest triplet. The leading estimates, squared matrix element over squared gap, are $3K^2/(4J^2)=0.0075$ and $K^2/(4J^2)=0.0025$. In the ground state $\langle\mathbf S_1\cdot\mathbf S_4\rangle=-0.741$, against $-0.75$ for a pure end singlet.

**Longer-range exchange.** As a rough model, let exchange scale as the squared overlap of isotropic 1s envelopes of radius $a_0=2$ nm. With $r=R/a_0$ and prolate spheroidal coordinates,

$$S(R)=\frac{r^3}4\int_1^\infty\! d\mu\int_{-1}^1\! d\nu\,(\mu^2-\nu^2)e^{-r\mu}=e^{-r}\left(1+r+\frac{r^2}3\right).$$

Fixing $J$ at a spacing of 8.0 nm puts the outer spacing at 11.3 nm. The second-neighbour couplings are then 0.19 µeV and the direct end coupling is about $10^{-5}$ µeV. Together they lower $J_{\rm eff}$ by 0.35%.

**Charge motion.** A four-site Hubbard chain allows double occupancy at an energy cost $U$. Its hoppings were chosen so that isolated pairs keep the same $J$ and $K$. The end coupling falls by 1.1% for a rough $U=40$ meV, and by 1.7% for 25 meV, a lower value that crudely mimics repulsion between electrons on neighbouring sites. These shifts are near $-J/(2U)$, an estimate not derived here. The chain contains no explicit repulsion between sites. Adding a screened $1/r$ repulsion between neutral donors (each electron's charge offset by its ion) at the spacings above, with the pair couplings again held fixed, makes the drop about 3% at $U=40$ meV, so the reduced-$U$ figure somewhat understates it.

**Nuclear spins.** Take a rough hyperfine coupling $A=0.5$ µeV. As a simple model, hold each nuclear spin fixed up or down along $z$ and drop the terms that flip it, so that it adds $\pm(A/2)S^z$ to its electron. Opposite fields on the ends mix the end singlet and the $S^z=0$ triplet with matrix element $A/2$. The splitting of these two states becomes about $\sqrt{J_{\rm eff}^2+A^2}$, and diagonalization gives 5.785 µeV. Over all 16 nuclear orientations it stays between 5.764 and 5.790 µeV. Equal fields on the ends also shift the two $S^z=\pm1$ triplet states in opposite directions, each by about $A/2=0.25$ µeV. At zero field the dropped flip terms are as large as those kept, so these figures show only the scale of the effect.

**Magnetic field and temperature.** A uniform field lowers one triplet state by $g\mu_BB$. With $g\approx2$, this state becomes the ground state above $B=J_{\rm eff}/(g\mu_B)\approx50$ mT. At zero field the ground singlet has population

$$p\approx\frac1{1+3e^{-J_{\rm eff}/(k_BT)}},\qquad \frac{J_{\rm eff}}{k_B}\approx67\ \text{mK}.$$

This is 0.90 at 20 mK, 0.39 at 100 mK and 0.26 at 1 K, where it is close to the value 1/4 of four equally filled states. For the end singlet to dominate in thermal equilibrium, the temperature must therefore be well below 67 mK and the field below 50 mT.

**Comparison with real devices.** The parameters are round values in the rough regime of phosphorus donors in silicon about 10 nm apart. The assumption of two equal outer bonds can easily fail. The donor electron is built from six conduction-band valleys, whose interference makes exchange sensitive to displacements on the scale of the lattice, and the smooth envelope model omits this. If one outer bond drops to 10 µeV with $J$ and the other bond held fixed, part (e) gives $100\times10/(2\times1000)=0.50$ µeV, and diagonalization gives 0.54 µeV. This tenfold loss far exceeds the percent-level shifts above, and it leaves the end coupling comparable with $A$, so nuclear fields would then mix the end singlet and triplet appreciably. The central bond is subject to the same interference. If $J$ fell to 100 µeV, equal to $K$, the two spin-0 states of part (c) would mix equally, and the picture of two nearly free end spins would no longer hold.

## Computed values

```
K/J   J_eff/J (diagonalized)   ratio to K^2/(2J)
0.01  5.075240e-05  1.0150
0.02  2.060369e-04  1.0302
0.05  1.344991e-03  1.0760
0.10  5.763788e-03  1.1528
0.20  2.598794e-02  1.2994
0.50  1.909830e-01  1.5279
1.00  6.589186e-01  1.3178
central exchange J = 1000 ueV, outer K = 100 ueV
lowest singlet energy = -758.2576 ueV
lowest triplet energy = -752.4938 ueV
J_eff leading = 5.0000 ueV
J_eff with next term = 5.7500 ueV
J_eff diagonalized = 5.7638 ueV
J_eff / h = 1.3937 GHz
next level above lowest triplet = 910.75 ueV
central-triplet weight in ground singlet = 0.00901
central-triplet weight in lowest triplet = 0.00248
ground-state <S1.S4> = -0.74099 (free singlet -0.75)
envelope radius = 2.0 nm (rough)
inner spacing = 8.0 nm, outer spacing = 11.34 nm
second-neighbour exchange = 0.1942 ueV
direct end-to-end exchange = 1.18e-05 ueV
J_eff change from both = -0.353 %
one outer bond cut to 10 ueV: J_eff = 0.5418 ueV
  product law K12 K34/(2J) = 0.5000 ueV
Hubbard U = 40 meV (rough): J_eff change -1.09 %, -J/(2U) = -1.25 %
Hubbard U = 25 meV (rough): J_eff change -1.70 %, -J/(2U) = -2.00 %
hyperfine coupling A = 0.5 ueV (rough)
Sz=0 splitting, opposite end fields = 5.7853 ueV
Sz=0 splitting over 16 nuclear patterns = 5.7638 to 5.7900 ueV
singlet-triplet crossing field (g = 2) = 49.79 mT
J_eff / k_B = 66.89 mK
ground-singlet population at 20 mK = 0.9043
ground-singlet population at 100 mK = 0.3942
ground-singlet population at 1000 mK = 0.2627
```
